# Why a nearly free methyl rotor spoils harmonic reaction prefactors

Take a methyl group that turns about its bond with no barrier at all. Its angle φ lies on a ring, its moment of inertia about the axis is \(I\), and its energy levels are \(Bm^2\) with \(B=\hbar^2/2I\) and \(m=0,\pm1,\pm2,\dots\). The partition function is

\[
q_{\rm free}=\frac1\sigma\sum_m e^{-Bm^2/kT}\simeq\frac1\sigma\int_{-\infty}^{\infty}e^{-Bm^2/kT}\,dm=\frac1\sigma\sqrt{\frac{\pi kT}{B}} ,
\]

where the integral may replace the sum because \(B\ll kT\). The symmetry number σ is 3. The result is finite.

A harmonic vibrational analysis of the same group finds zero curvature along φ, hence zero frequency, and an oscillator of zero frequency has an infinite partition function. A rate calculated with it has a prefactor of zero or infinity, depending on whether the rotor sits in the reactant or in the transition state. A nearly free rotor in a real molecule has a small barrier rather than none, so the infinity shows up as a finite but wrong number.

## The symmetry number

The value σ = 3 comes from the proton spins. Turning the group by 120° permutes the three protons cyclically. This is an even permutation, so the total wavefunction must not change. The rotor function \(e^{im\varphi}\) gains the phase \(e^{2\pi im/3}\), which the spin function must undo.

There are 8 spin states. The cyclic permutation leaves two of them in place (all up, all down) and moves the rest, so its trace is 2. The number of spin functions with phase 1 is therefore \((8+2+2)/3=4\), and for each of the other two phases it is \((8-2)/3=2\), since \(e^{2\pi i/3}+e^{-2\pi i/3}=-1\). The three classes of \(m\) modulo 3 thus carry weights 4/8, 2/8 and 2/8. When \(kT\gg B\), each class holds a third of the level sum, and the weighted total is \((4+2+2)/8\times1/3=1/3\) of it.

For the methyl group treated below, with a barrier of 1 meV, the spin-weighted sum differs from this rule by less than \(10^{-9}\) at 500 K, but by 11.7 % at 10 K.

## A barrier, and its parabola

Let the frame that holds the methyl group be fixed, and let the potential be

\[
V(\varphi)=\frac V2\,(1-\cos n\varphi),
\]

with \(n\) wells and barrier height \(V\). Energies are measured from the well bottom. Near φ = 0, \(1-\cos n\varphi\simeq n^2\varphi^2/2\), so \(V(\varphi)\simeq Vn^2\varphi^2/4\). Setting this equal to \(\tfrac12I\omega^2\varphi^2\) gives \(\omega^2=n^2V/2I\), and therefore

\[
\hbar\omega=n\sqrt{V\,\frac{\hbar^2}{2I}}=n\sqrt{VB}.
\]

Summing the geometric series of oscillator levels gives

\[
q_{\rm har}=\sum_{j=0}^{\infty}e^{-\hbar\omega(j+1/2)/kT}=\frac{1}{2\sinh(\hbar\omega/2kT)}\;\to\;\frac{kT}{\hbar\omega}\quad(\hbar\omega\ll kT).
\]

This grows as \(1/\sqrt V\) when the barrier falls.

The cause can be isolated classically. The momentum integral of the Boltzmann factor, divided by \(h=2\pi\hbar\), is

\[
\frac{\sqrt{2\pi IkT}}{2\pi\hbar}=\frac1{2\pi}\sqrt{\frac{\pi kT}{B}},
\]

where \(I=\hbar^2/2B\) was inserted. Write \(v=V/kT\). For the parabola, the angle integral is that of \(e^{-a\varphi^2}\) with \(a=n^2v/4\). Over all real φ it equals \(\sqrt{\pi/a}=(2/n)\sqrt{\pi/v}\), and the product of the two factors is \(kT/(n\sqrt{VB})=kT/\hbar\omega\), as it must be. The mean-square angle in this distribution is \(1/2a=2kT/(n^2V)\), which has no upper limit, although a well is only \(2\pi/n\) wide.

Now keep the parabola but stop the integral at the edges of the well, \(\pm\pi/n\). The angle integral becomes \(\sqrt{\pi/a}\,\mathrm{erf}(\sqrt a\,\pi/n)\), so

\[
q_{\rm conf}=\frac{kT}{\hbar\omega}\,\mathrm{erf}\!\left(\frac{\pi}{2}\sqrt v\right).
\]

For small \(v\), \(\mathrm{erf}(x)\simeq2x/\sqrt\pi\), and

\[
q_{\rm conf}\to\frac{kT}{n\sqrt{VB}}\,\sqrt{\frac{\pi V}{kT}}=\frac1n\sqrt{\frac{\pi kT}{B}} .
\]

For \(n=\sigma\) this is the free-rotor value. The divergence therefore comes from counting angles that do not exist. Restoring the finite range removes it, even with the wrong shape of potential and without quantum mechanics.

## The rotor solved

In the basis \(e^{im\varphi}\), the kinetic energy and the constant part of the potential give the diagonal elements \(Bm^2+V/2\). Since \(\cos n\varphi=(e^{in\varphi}+e^{-in\varphi})/2\), the rest couples \(m\) to \(m\pm n\) with strength \(-V/4\). Diagonalizing this matrix gives levels \(E_j\) and

\[
q_{\rm rot}=\frac1\sigma\sum_j e^{-E_j/kT}.
\]

The levels are exact for the one-dimensional model, with its fixed frame, constant inertia and no coupling to other motions; the factor \(1/\sigma\) holds when \(kT\gg B\), as shown above, and also at lower temperatures if the barrier is so high that tunnelling splits the occupied levels by much less than \(kT\). Neither is exact for a molecule.

For a weak barrier, the state \(m=0\) has first-order energy \(V/2\). It couples to two states that lie \(n^2B\) higher, so to second order

\[
E_0^{\rm rot}\simeq\frac V2-2\,\frac{(V/4)^2}{n^2B}=\frac V2-\frac{V^2}{8n^2B}.
\]

The harmonic ground level is \(n\sqrt{VB}/2\), which exceeds the barrier itself once \(V<n^2B/4\). Below that height the harmonic levels describe no state of the rotor.

The classical integral over the whole ring gives a closed formula. With \(\int_0^{2\pi}e^{x\cos n\varphi}d\varphi=2\pi I_0(x)\), where \(I_0\) is a modified Bessel function,

\[
q_{\rm cl}=\frac1\sigma\sqrt{\frac{\pi kT}{B}}\;e^{-v/2}I_0\!\left(\frac v2\right).
\]

Its leading quantum correction follows from closed paths in imaginary time. Write a path as its mean angle plus Fourier modes \(a_k\) of frequency \(\omega_k=2\pi k\,kT/\hbar\). The kinetic weight is \(\exp(-\sum_{k>0}I\omega_k^2|a_k|^2/kT)\), so \(\langle|a_k|^2\rangle=kT/(I\omega_k^2)\). The spread about the mean is

\[
2\sum_{k>0}\frac{kT}{I\omega_k^2}=\frac{\hbar^2}{2\pi^2IkT}\sum_{k>0}\frac1{k^2}=\frac{\hbar^2}{12IkT}=\frac{B}{6kT}.
\]

The term linear in the deviation averages to zero along the path, and the quadratic one raises the potential by \(\tfrac12V''B/(6kT)\). Averaging \(V''=(n^2V/2)\cos n\varphi\) over the classical distribution gives \((n^2V/2)\,I_1/I_0\), hence

\[
q_{\rm rot}\simeq q_{\rm cl}\left[1-\frac{n^2BV}{24(kT)^2}\,\frac{I_1(v/2)}{I_0(v/2)}\right].
\]

## The error changes sign

Dividing \(q_{\rm cl}\) by \(kT/\hbar\omega\) cancels \(B\):

\[
\frac{q_{\rm cl}}{kT/\hbar\omega}=\frac{n\sqrt{VB}}{\sigma kT}\sqrt{\frac{\pi kT}{B}}\,e^{-v/2}I_0\!\left(\frac v2\right)=\frac n\sigma\sqrt{\pi v}\;e^{-v/2}I_0\!\left(\frac v2\right).
\]

For small \(v\) this is \((n/\sigma)\sqrt{\pi v}\), so the harmonic value is too large by the factor \(\sigma/(n\sqrt{\pi v})\).

For large \(v\), put \(x=v/2\) and use \(e^{-x}I_0(x)=\pi^{-1}\int_0^\pi e^{-x(1-\cos\theta)}d\theta\). Small angles dominate, where \(1-\cos\theta\simeq\theta^2/2-\theta^4/24\). The Gaussian gives \(1/\sqrt{2\pi x}\), and the quartic term multiplies it by \(1+x\langle\theta^4\rangle/24=1+1/(8x)\), because \(\langle\theta^4\rangle=3/x^2\). The ratio tends to

\[
\frac n\sigma\left(1+\frac1{4v}\right).
\]

For \(n=\sigma\) it approaches 1 from above, so at high barriers the harmonic value is slightly too small. Two effects compete. The finite ring removes configurations that the parabola counts, while the cosine, which lies below its parabola, admits more of them inside the well. They balance at \(v=0.516\) in the classical formula. The largest classical excess of the rotor is 17.5 %, at \(v=1.58\).

If \(n\ne\sigma\), a second error appears. A methyl group on a fixed frame of twofold symmetry can have six wells, and \(n/\sigma=2\) of them are distinct. This holds only while the frame cannot turn, as on a surface. In a free molecule such as toluene, a 60° turn of the methyl group combined with a 180° turn of the whole molecule gives back the same structure, so the external symmetry number of 2 that goes with the rotor cancels this factor. At \(V=2000\) meV and 500 K, with the inertia used below, the level sums give \(q_{\rm rot}/q_{\rm har}=1.012\) for \(n=3\) and 2.073 for \(n=6\). The excess over 1 and 2 is anharmonic, and most of it comes from the ground level. The quartic term \(-Vn^4\varphi^4/48\), with \(\langle\varphi^4\rangle=3(B/\hbar\omega)^2\) in the ground state, lowers that level by \(n^2B/16\), which is 3.4 % of \(kT\) for \(n=6\).

## From partition function to prefactor

In transition-state theory, with all other modes contributing a factor of one,

\[
k=A\,e^{-E_0/kT},\qquad A=\frac{kT}{h}\,\frac{q_{\rm TS}}{q_{\rm R}},
\]

where R is the reactant, TS the transition state, and \(E_0\) the potential barrier without zero-point energy, which the partition functions already contain. Replacing oscillators by rotors changes the prefactor by

\[
\frac{A_{\rm rot}}{A_{\rm har}}=\left(\frac{q_{\rm rot}}{q_{\rm har}}\right)_{\rm TS}\left(\frac{q_{\rm har}}{q_{\rm rot}}\right)_{\rm R}.
\]

A rotor that is nearly free in the reactant sends \(A_{\rm har}\) to zero as \(\sqrt{V_{\rm R}}\). One that is nearly free in the transition state sends it to infinity as \(1/\sqrt{V_{\rm TS}}\). If the rotor is the same in both states, the two factors cancel.

A prefactor read from an Arrhenius plot is a different quantity. With \(\beta=1/kT\) and \(U=-d\ln q/d\beta\), the slope gives

\[
E_a=-\frac{d\ln k}{d\beta}=E_0+kT+U_{\rm TS}-U_{\rm R},\qquad A_{\rm Arr}=k\,e^{E_a/kT}.
\]

A free rotor has \(q\propto\beta^{-1/2}\) and \(U=kT/2\), whereas a soft oscillator has \(q\propto\beta^{-1}\) and \(U=kT\). The harmonic treatment therefore also misplaces the slope, by up to about \(kT/2\) from a nearly free rotor in the reactant.

## A surface step at 500 K

Consider a first-order surface reaction in which a methyl group is a spectator: nearly free in the reactant, with \(V_{\rm R}=1\) meV, and crowded in the transition state, with \(V_{\rm TS}=60\) meV. Take \(n=\sigma=3\), \(E_0=1\) eV, C–H bonds of 0.109 nm and tetrahedral angles. Then \(B=0.6546\) meV and \(kT=43.09\) meV.

In the reactant, \(\hbar\omega=3\sqrt{1\times0.6546}=2.43\) meV (19.6 cm⁻¹). The harmonic ground level, 1.21 meV, lies above the barrier; the true one is at 0.479 meV, as the perturbation formula also gives. The harmonic rms angle is 177°, although half a well spans 60°. Accordingly \(q_{\rm har}=17.75\), while \(q_{\rm rot}=4.738\). The confined parabola gives 4.70, within 1 % of the rotor.

In the transition state, \(\hbar\omega=18.8\) meV and the error has the other sign: \(q_{\rm har}=2.274\), \(q_{\rm rot}=2.681\). The classical formula with its correction gives \(2.6877\times0.99739=2.681\). A path integral on the ring, with 32 time slices and 480 angles, reproduces the level sums, 4.7383 and 2.6808, to all digits shown.

With \(kT/h=1.042\times10^{13}\) s⁻¹,

\[
A_{\rm har}=1.042\times10^{13}\times\frac{2.274}{17.75}=1.33\times10^{12}\ {\rm s^{-1}},
\]
\[
A_{\rm rot}=1.042\times10^{13}\times\frac{2.681}{4.738}=5.89\times10^{12}\ {\rm s^{-1}}.
\]

The ratio is 4.42. If \(E_0\) were inferred from a rate at 500 K with the harmonic prefactor, it would come out too low by \(kT\ln4.42=64\) meV. At fixed \(E_0\), the time for 99 % conversion, \(\ln(100)/k\), is 9.4 ms with the rotor and 41 ms with the oscillator.

The slopes differ too: \(E_a-E_0\) is 63.1 meV for the rotor and 43.8 meV for the oscillator. The Arrhenius prefactors therefore differ by \(4.42\times e^{19.3/43.09}=6.9\). The correction to \(A\) also depends on temperature, being 3.97 at 400 K and 4.77 at 600 K, mainly because the reactant's \(q_{\rm har}\) grows as \(T\) and its \(q_{\rm rot}\) nearly as \(\sqrt T\).

Exchanging the two barriers reverses the error: \(8.1\times10^{13}\) s⁻¹ harmonic against \(1.8\times10^{13}\) s⁻¹. Lowering the transition-state barrier further, to 0.01 meV, raises the harmonic value to \(8.1\times10^{14}\) s⁻¹ and the rotor value only to \(1.9\times10^{13}\) s⁻¹.

## How far the model reaches

The barriers, \(E_0\) and the temperature are round model values, not data for a particular compound. The large correction rests on the low barrier in the reactant, which neighbouring groups can raise. With 10 meV in the reactant and the same transition state, the correction falls from 4.4 to \(1.309/0.848=1.5\). The conversion times belong to this one step; a real process may also be limited by the supply and removal of gas.

Other neglected effects can be sized for the same numbers:

- Adding a sixfold term \((V_6/2)(1-\cos6\varphi)\) with \(V_6=6\) meV to the transition-state potential narrows the wells and lowers its \(q_{\rm rot}\), and so the prefactor, by 6.3 %. A term of the opposite sign raises them by 6.9 %. The term changes the curvature, and so \(q_{\rm har}\), more strongly, which moves the correction from 4.4 to 4.9 for \(V_6=6\) meV and to 3.6 for \(V_6=-6\) meV.
- Doubling the reactant barrier to 2 meV raises the prefactor by 1.2 %.
- Raising the inertia by 5 % changes the reactant's \(q_{\rm rot}\) by 2.5 % but the prefactor by about 0.01 %, because both partition functions scale nearly as \(\sqrt I\).

Tunnelling of the rotor is contained in its levels; tunnelling along the reaction coordinate is not. A parabolic barrier with quantum \(\hbar\omega^\ddagger\) transmits with probability \(1/(1+e^{-2\pi E/\hbar\omega^\ddagger})\), a standard result, with \(E\) measured from its top. Averaging over the Boltzmann distribution, with \(u=\hbar\omega^\ddagger/kT\) and \(y=2\pi E/\hbar\omega^\ddagger\), gives

\[
\kappa=\frac{u}{2\pi}\int_{-\infty}^{\infty}\frac{e^{-uy/2\pi}}{1+e^{-y}}\,dy=\frac{u}{2\pi}\,\frac{\pi}{\sin(u/2)}=\frac{u/2}{\sin(u/2)},\qquad u<2\pi .
\]

For a model value of 100 meV, \(\kappa=1.27\). It grows quickly with the quantum, to 1.77 at 150 meV, and direct transfer of a hydrogen atom can have a larger quantum still. It multiplies both rates and leaves their ratio unchanged. Recrossing of the transition state and coupling of the rotor to other soft modes are not estimated here. Where such coupling is strong, the one-dimensional level sum still has no spurious divergence, but its value is no longer reliable.

The numerical output below lists the full scan of barriers.

## Numbers as computed

```
T = 500 K, kT = 43.087 meV, C-H = 0.109 nm
methyl inertia = 5.3022e-47 kg m^2, B = 0.6546 meV
rotor barriers: R 1.0 meV, TS 60.0 meV
reaction barrier E0 = 1.00 eV
harmonic quantum R = 2.427 meV = 19.6 cm^-1
harmonic quantum TS = 18.80 meV = 152 cm^-1
ground level R: harmonic 1.214 meV, rotor 0.4788 meV
ground level R, perturbation formula = 0.4788 meV
harmonic rms angle R = 177 deg (half a well: 60 deg)
free-rotor q = 4.7934
q of R: harmonic 17.750, rotor 4.7383, path integral 4.7383
q of TS: harmonic 2.2737, rotor 2.6808, path integral 2.6808
q of R, parabola confined to one well = 4.7035
q of TS: classical 2.6877, quantum factor 0.99739
scan: V (meV), quantum (meV), q harmonic, q rotor, harmonic/rotor
    0.001   0.0768   561.363   4.7934  117.1120
    0.010   0.2427   177.518   4.7929   37.0379
    0.100   0.7675    56.136   4.7879   11.7245
    1.000   2.4272    17.750   4.7383    3.7460
   10.000   7.6754     5.606   4.2823    1.3092
   60.000  18.8007     2.274   2.6808    0.8481
  200.000  34.3253     1.223   1.3265    0.9217
equal q at V/kT: classical 0.5158, levels 0.5111
equal q at V = 22.02 meV
largest rotor/harmonic: classical 1.1752, levels 1.1819
classical maximum at V/kT = 1.5800
rotor/harmonic at V = 2000 meV: n=3 1.0121, n=6 2.0726
kT/h = 1.0418e+13 s^-1
prefactor at fixed E0: harmonic 1.335e+12, rotor 5.894e+12 s^-1
rotor/harmonic prefactor = 4.417
equivalent error in E0 = 64.0 meV
Ea - E0: harmonic 43.76 meV, rotor 63.05 meV
Arrhenius prefactor: harmonic 3.685e+12, rotor 2.547e+13 s^-1
rotor/harmonic Arrhenius prefactor = 6.911
rate constant: harmonic 111.1, rotor 490.8 s^-1
time for 99 % conversion: harmonic 41.44 ms, rotor 9.38 ms
reversed barriers: harmonic 8.133e+13, rotor 1.841e+13 s^-1
TS barrier 0.01 meV, R 60 meV: harmonic 8.134e+14, rotor 1.863e+13 s^-1
tunnelling factor, 100 meV quantum: formula 1.2655, quadrature 1.2655
sixfold term, 10 % of TS barrier: q of TS changes -6.28 %
inertia +5 %: q of R 2.47 %, prefactor 0.012 %
R barrier doubled: prefactor changes 1.16 %
spin weights against 1/3: below 1e-9 at 500 K: True, at 10 K 11.7 %
rotor/harmonic prefactor at 400 K 3.974, at 600 K 4.773
```
